# Bounding the out-of-plane permittivity of a half-porous uniaxial dielectric

## Problem

A porous dielectric film consists of air, with relative permittivity $\varepsilon_1=1$, and a solid, with $\varepsilon_2=4$. Each fills half the volume: $f_1=f_2=\tfrac12$. Both phases are isotropic, linear and lossless. The pores are much smaller than the film thickness and the wavelength, so the film has an effective permittivity tensor $\varepsilon^*$. It is uniaxial, $\varepsilon^*=\mathrm{diag}(p,p,z)$, with the $z$ axis normal to the film. The in-plane value is known, $p=2.4$; the pore shapes are not.

1. Derive the Murat-Tartar and Lurie-Cherkaev trace bounds on $\varepsilon^*$.
2. Find the interval to which they confine $z$.
3. Decide whether a narrower interval could be obtained from the same data.
4. For a film 100 nm thick, find the range of capacitance per area, and judge how far imperfect data and neglected effects move the result.

## Solution

### 1. The trace bounds

**The variational definition.** Take a periodic structure and let $\langle\cdot\rangle$ be the average over its cell. The field is $\mathbf e=\mathbf E+\nabla\varphi$, with mean $\mathbf E$ and periodic $\varphi$. Then

$$\mathbf E\cdot\varepsilon^*\mathbf E=\min_\varphi\langle\varepsilon|\mathbf e|^2\rangle. \tag{1}$$

Indeed, the minimizer satisfies $\nabla\cdot(\varepsilon\mathbf e)=0$, hence $\langle\nabla\varphi\cdot\varepsilon\mathbf e\rangle=0$, and the minimum is $\mathbf E\cdot\langle\varepsilon\mathbf e\rangle$, where $\langle\varepsilon\mathbf e\rangle=\varepsilon^*\mathbf E$.

Write $\Delta=\varepsilon_2-\varepsilon_1$, and let $\chi$ be 1 in the solid and 0 in the air.

**Comparison with air.** For any constant vector $\mathbf P$, the square $|\sqrt\Delta\,\mathbf e-\mathbf P/\sqrt\Delta|^2$ is non-negative, so

$$\Delta|\mathbf e|^2\ge 2\mathbf P\cdot\mathbf e-|\mathbf P|^2/\Delta. \tag{2}$$

Using this in the solid only,

$$\langle\varepsilon|\mathbf e|^2\rangle=\varepsilon_1\langle|\mathbf e|^2\rangle+\Delta\langle\chi|\mathbf e|^2\rangle\ge\varepsilon_1\langle|\mathbf e|^2\rangle+2\mathbf P\cdot\langle\chi\mathbf e\rangle-f_2|\mathbf P|^2/\Delta .$$

Since $\langle\nabla\varphi\rangle=0$, we have $\langle|\mathbf e|^2\rangle=|\mathbf E|^2+\langle|\nabla\varphi|^2\rangle$ and $\langle\chi\mathbf e\rangle=f_2\mathbf E+\langle\chi\nabla\varphi\rangle$. The terms containing $\varphi$ are, in Fourier components,

$$\sum_{\mathbf k\ne0}\left[\varepsilon_1k^2|\varphi_{\mathbf k}|^2+2\,\mathrm{Re}\left(i\chi_{\mathbf k}^*\,\mathbf k\cdot\mathbf P\,\varphi_{\mathbf k}\right)\right].$$

The minimum of $a|\varphi|^2+2\,\mathrm{Re}(b^*\varphi)$ is $-|b|^2/a$. The sum therefore has the minimum

$$-\frac1{\varepsilon_1}\sum_{\mathbf k\ne0}|\chi_{\mathbf k}|^2(\hat{\mathbf k}\cdot\mathbf P)^2=-\frac{f_1f_2}{\varepsilon_1}\mathbf P\cdot M\mathbf P,\qquad M=\frac1{f_1f_2}\sum_{\mathbf k\neq0}|\chi_{\mathbf k}|^2\,\hat{\mathbf k}\hat{\mathbf k}^T .$$

The matrix $M$ carries all the geometry that enters. It has no negative eigenvalue. Its trace is 1, because Parseval's theorem gives $\sum_{\mathbf k\ne0}|\chi_{\mathbf k}|^2=\langle\chi^2\rangle-\langle\chi\rangle^2=f_2-f_2^2=f_1f_2$.

Collecting terms,

$$\mathbf E\cdot(\varepsilon^*-\varepsilon_1)\mathbf E\ge f_2\left(2\mathbf P\cdot\mathbf E-\mathbf P\cdot A\mathbf P\right),\qquad A=\frac I\Delta+\frac{f_1}{\varepsilon_1}M .$$

The right side is largest at $\mathbf P=A^{-1}\mathbf E$, where it equals $f_2\,\mathbf E\cdot A^{-1}\mathbf E$. Thus $\varepsilon^*-\varepsilon_1\ge f_2A^{-1}$ as matrices. Inversion reverses the order of positive matrices, so

$$(\varepsilon^*-\varepsilon_1)^{-1}\le\frac1{f_2}\left[\frac I\Delta+\frac{f_1}{\varepsilon_1}M\right]. \tag{3}$$

**Comparison with the solid.** Now write $\varepsilon=\varepsilon_2-\Delta(1-\chi)$ and use (2), with its sign reversed, in the air:

$$\langle\varepsilon|\mathbf e|^2\rangle\le\varepsilon_2\langle|\mathbf e|^2\rangle-2\mathbf P\cdot\langle(1-\chi)\mathbf e\rangle+f_1|\mathbf P|^2/\Delta .$$

This holds for every $\varphi$, so the minimum of the left side does not exceed that of the right. For $\mathbf k\neq0$ the components of $1-\chi$ are $-\chi_{\mathbf k}$, so the same $M$ appears:

$$\mathbf E\cdot\varepsilon^*\mathbf E\le\varepsilon_2|\mathbf E|^2-2f_1\mathbf P\cdot\mathbf E+\frac{f_1}{\Delta}|\mathbf P|^2-\frac{f_1f_2}{\varepsilon_2}\mathbf P\cdot M\mathbf P .$$

Rearranged, $\mathbf E\cdot(\varepsilon_2-\varepsilon^*)\mathbf E\ge f_1(2\mathbf P\cdot\mathbf E-\mathbf P\cdot B\mathbf P)$ with $B=I/\Delta-f_2M/\varepsilon_2$. The eigenvalues of $M$ are at most 1 and $f_2\Delta<\varepsilon_2$, so $B$ is positive. Maximizing over $\mathbf P$ and inverting as before,

$$(\varepsilon_2-\varepsilon^*)^{-1}\le\frac1{f_1}\left[\frac I\Delta-\frac{f_2}{\varepsilon_2}M\right]. \tag{4}$$

**Traces.** Taking traces removes the unknown $M$. With $\lambda_i$ the eigenvalues of $\varepsilon^*$,

$$\sum_i\frac1{\lambda_i-\varepsilon_1}\le\frac1{f_2}\left(\frac3\Delta+\frac{f_1}{\varepsilon_1}\right),\qquad \sum_i\frac1{\varepsilon_2-\lambda_i}\le\frac1{f_1}\left(\frac3\Delta-\frac{f_2}{\varepsilon_2}\right). \tag{5}$$

These are the required bounds. They are often written with the values for flat layers, $a=f_1\varepsilon_1+f_2\varepsilon_2$ along the layers and $h=(f_1/\varepsilon_1+f_2/\varepsilon_2)^{-1}$ across them. Here $a-\varepsilon_1=f_2\Delta$ and $\varepsilon_2-a=f_1\Delta$, while

$$\frac1{h-\varepsilon_1}=\frac1{f_2}\left(\frac1\Delta+\frac{f_1}{\varepsilon_1}\right),\qquad\frac1{\varepsilon_2-h}=\frac1{f_1}\left(\frac1\Delta-\frac{f_2}{\varepsilon_2}\right).$$

The right sides of (5) are therefore $\frac1{h-\varepsilon_1}+\frac2{a-\varepsilon_1}$ and $\frac1{\varepsilon_2-h}+\frac2{\varepsilon_2-a}$.

### 2. The interval for $z$

Here $\Delta=3$, $a=2.5$ and $h=1.6$. The right sides of (5) are

$$2\left(1+\tfrac12\right)=3,\qquad 2\left(1-\tfrac18\right)=\tfrac74 .$$

Two of the three eigenvalues equal 2.4. The first bound gives

$$\frac1{z-1}\le3-\frac2{1.4}=\frac{11}7\quad\Rightarrow\quad z\ge1+\frac7{11}=\frac{18}{11}\approx1.636,$$

and the second gives

$$\frac1{4-z}\le\frac74-\frac2{1.6}=\frac12\quad\Rightarrow\quad z\le2 .$$

Hence

$$\boxed{\tfrac{18}{11}\le z\le2}$$

or 1.64 to 2.00 after rounding. The rounded lower figure lies slightly inside the allowed interval, so 1.63 should be used where a strict two-decimal bound is needed. The layer values alone, $h\le z\le a$, leave a width of 0.90; knowing $p$ reduces it to 0.36.

The diagonal elements of (3) and (4) show what $p$ says about the geometry. For the in-plane element $m=M_{xx}$,

$$\frac1{1.4}\le\frac23+m,\qquad\frac1{1.6}\le\frac23-\frac m4\quad\Rightarrow\quad\frac1{21}\le m\le\frac16 ,$$

and likewise for $M_{yy}$. Statistically isotropic geometry would have $m=\tfrac13$, which is excluded. Since $M$ has unit trace, $M_{zz}\ge\tfrac23$: the Fourier weight leans strongly toward $z$, as in a layered structure or one with strongly flattened pores.

In the limit $p\to a$, the in-plane terms in (5) cancel against the terms in $a$. Both edges then tend to $h$, the value for flat layers.

### 3. The interval is sharp

Consider layers with normal $\mathbf n$: a material with tensor $C$ fills a fraction $\theta$, and an isotropic coating $\varepsilon_c$ fills the rest. Let $\mathbf E_C$ and $\mathbf E_c$ be their fields and $\mathbf Q=(C-\varepsilon_c)\mathbf E_C$. Averaging the displacement gives $(\varepsilon^*-\varepsilon_c)\mathbf E=\theta\mathbf Q$. The tangential field and the normal displacement are continuous, so $\mathbf E_c=\mathbf E_C+\mathbf n(\mathbf n\cdot\mathbf Q)/\varepsilon_c$. Averaging the field,

$$\mathbf E=\mathbf E_C+(1-\theta)\frac{\mathbf n(\mathbf n\cdot\mathbf Q)}{\varepsilon_c}
\quad\Rightarrow\quad(\varepsilon^*-\varepsilon_c)^{-1}=\frac1\theta\left[(C-\varepsilon_c)^{-1}+\frac{1-\theta}{\varepsilon_c}\mathbf n\mathbf n^T\right].$$

Start with an isotropic core $\varepsilon_0$ and laminate successively along $x$, $y$ and $z$, each time on a much larger length scale. With $g=\theta_1\theta_2\theta_3$ the total core fraction,

$$(\varepsilon^*-\varepsilon_c)^{-1}=\frac1g\left[\frac I{\varepsilon_0-\varepsilon_c}+\frac{1-g}{\varepsilon_c}\,\mathrm{diag}(m_1,m_2,m_3)\right],$$

where $(1-g)m_1=1-\theta_1$, $(1-g)m_2=\theta_1(1-\theta_2)$ and $(1-g)m_3=\theta_1\theta_2(1-\theta_3)$. The $m_i$ sum to 1 and can otherwise be any non-negative numbers.

- A solid core coated with air turns (3) into an equality. With $m_i=(\tfrac1{21},\tfrac1{21},\tfrac{19}{21})$ it gives $p=2.4$ and $1/(z-1)=\tfrac23+\tfrac{19}{21}=\tfrac{11}7$, the lower edge.
- An air core coated with solid turns (4) into an equality. With $m_i=(\tfrac16,\tfrac16,\tfrac23)$ it gives $p=2.4$ and $1/(4-z)=\tfrac23-\tfrac16=\tfrac12$, the upper edge.

Now stack these two materials in thick layers normal to $z$, with fraction $t$ of the first. The in-plane value stays 2.4 and the solid fraction stays one half, while

$$\frac1z=\frac{11}{18}t+\frac{1-t}2 .$$

As $t$ runs from 0 to 1, $z$ covers the whole interval; $t=0.5$ gives $z=1.80$. No narrower interval follows from the same data. The laminates reach these values in the limit of widely separated length scales.

A less contrived geometry gives grid values inside the interval. Let the solid occupy the points where $\cos(2\pi z/L_z)+0.4[\cos(2\pi x/L)+\cos(2\pi y/L)]$ exceeds its median, and choose $L_z/L$ so that $p=2.4$. Solving the field equations gives $z=1.731$ on a $15^3$ grid and $1.740$ on a $27^3$ grid. The required $L_z/L$ changes from 1.69 to 2.26 between the grids, so the calculation is not converged. The two results illustrate the bounds on a grid; they are not accurate values for the smooth shape. On finer grids $z$ settles between 1.74 and 1.75 and $L_z/L$ between about 2.6 and 2.8, so $z$ stays inside the interval while the third decimal and the cell ratio above should not be relied on.

### 4. Reading the result for a film

With $d=100$ nm, the capacitance per area $\epsilon_0z/d$, where $\epsilon_0$ is the vacuum permittivity, lies between 14.489 and 17.708 nF/cm², or about 14.5 to 17.7 (14.4 to 17.8 when rounded outward).

The bounds are rigorous for exactly known inputs. Changing one input at a time, with the others held fixed, gives:

| Changed input | Interval for $z$ |
|---|---|
| $p=2.35$ | 1.659 to 2.141 |
| $p=2.45$ | 1.617 to 1.825 |
| $f_2=0.48$ | 1.575 to 1.739 |
| $f_2=0.52$ | 1.705 to 2.222 |
| $\varepsilon_2=3.9$ | 1.610 to 1.813 |
| $\varepsilon_2=4.1$ | 1.664 to 2.159 |

An uncertainty of 0.02 either way in the solid fraction widens the range of $z$ from 0.36 to about 0.65. If all three inputs may vary together within the ranges of the table, $z$ can lie anywhere from about 1.55 to 2.46 and the capacitance from about 13.8 to 21.8 nF/cm², a width of 0.9 in $z$, as large as that left by the layer values alone. At $f_2=0.48$ the largest possible in-plane value is $1+0.48\times3=2.44$, so $p=2.4$ is close to the flat-layer limit, which forces a low $z$.

The parameters suit a silica-like porous film: a solid permittivity near 4 is typical of dense silica, and pores of about 2 nm are a rough typical size. A porosity of one half is high for a film that must survive chip processing, and the strong anisotropy is an assumption. Real films can also break the two-phase assumption by taking up water. If droplets of permittivity 80 filled 2% of the pore space, a dilute-droplet estimate raises the pore permittivity to 1.059 and, with $p$ still 2.4, moves the interval to 1.73 to 2.15. For round pores this is a low estimate of the pore permittivity: the same water spread as a film over the walls of round pores would, with its bulk permittivity, raise it to about 2.07. So high a value is incompatible with $p=2.4$, because even flat layers crossed by the field would then give $(0.5/2.07+0.5/4)^{-1}\approx2.73$. In flattened pores, which section 2 points to, a wall film acts anisotropically: in a slit it gives $0.98+0.02\times80=2.58$ along the walls but only $(0.98+0.02/80)^{-1}\approx1.02$ across them, below the droplet value. The in-plane value would have to be measured again on the wet film. Moreover, 2% of a round 2 nm pore holds only about three water molecules, too few for a bulk permittivity to be reliable.

A thin surface skin has a smaller effect. Suppose a skin one pore thick on each side, 4% of the thickness in total, were pure air or pure solid, while $p=2.4$ and $f_2=\tfrac12$ described the interior. Adding the layers in series widens the interval to about 1.596 to 2.041.

For a field $E$ along $z$, the mean field $E_1$ in the air follows from $f_1E_1+f_2E_2=E$ and $\varepsilon_1f_1E_1+\varepsilon_2f_2E_2=zE$:

$$E_1=\frac{\varepsilon_2-z}{f_1\Delta}E .$$

For $E=1$ MV/cm this mean field is 1.33 to 1.58 MV/cm, which corresponds to at most 0.32 V over a distance of 2 nm; the field in an individual pore can be higher. An electron crossing one pore at the mean field gains far less than a molecular ionization energy of roughly 12 eV. This does not exclude breakdown through the solid, along connected pores, or at local field peaks. For an assumed leakage of $10^{-9}$ A/cm² at this field, the contribution of conduction to the loss tangent at 1 MHz is about $10^{-9}$, so neglecting conduction is justified there.

## Calculated quantities

```
Permittivities are relative (dimensionless)
air 1.0, solid 4.0, solid fraction 0.50, in-plane 2.40
layer values: harmonic 1.600, arithmetic 2.500
trace limits: lower-bound sum 3.0000, upper-bound sum 1.7500
in-plane share of sums: 1.4286 and 1.2500
left for z: 1.5714 and 0.5000
z interval exactly: 18/11 to 2
z interval: 1.6364 to 2.0000, width 0.3636
width from layer values alone: 0.9000
in-plane element m of M: 0.04762 to 0.16667
laminate, solid core, diagonal: [2.4    2.4    1.6364]
laminate, air core, diagonal: [2.4 2.4 2. ]
stack for z = 1.80: fraction of solid-core laminate 0.5000
random structures tested: 12
smallest slack in trace bounds: 0.1814, 0.0492
wavy layers, grid 15^3: height/width 1.687, solid fraction 0.4993
  m 0.0990, z 1.7309, bounds at this fraction 1.6340 to 1.9911
wavy layers, grid 27^3: height/width 2.255, solid fraction 0.4998
  m 0.1051, z 1.7398, bounds at this fraction 1.6356 to 1.9973
film 100 nm, pore 2 nm, field 1.0 MV/cm
capacitance per area: 14.49 to 17.71 nF/cm2
z interval if in-plane is 2.35: 1.659 to 2.141
z interval if in-plane is 2.45: 1.617 to 1.825
z interval if solid fraction is 0.48: 1.575 to 1.739
z interval if solid fraction is 0.52: 1.705 to 2.222
z interval if solid permittivity is 3.9: 1.610 to 1.813
z interval if solid permittivity is 4.1: 1.664 to 2.159
water: permittivity 80, share of pore volume 0.02
permittivity of wet pore space (dilute droplets): 1.0589
z interval with wet pores: 1.729 to 2.148
surface skins, one pore thick each: total share 0.040
z interval of film with skins of pure air or solid: 1.596 to 2.041
mean field in air: 1.333 to 1.576 MV/cm
largest mean voltage across a pore: 0.315 V
rough molecular ionization energy: 12 eV
leakage 1e-09 A/cm2 at 1e+06 Hz: loss tangent 1.1e-09
```
